\section*{Specular Reflectance of Multilayer Mirrors with Gaussian Interface Displacements, part 1}

(Sections cited here and not found follow in the second part.)

\section{The kinematic reduction factor}

\subsection{Result and conditions}

A multilayer mirror whose interfaces are displaced from their ideal positions by Gaussian amounts of RMS size $\sigma$ has the specular reflectance
\begin{equation}
R_{\rm spec}=R_0\,e^{-q^2\sigma^2},\qquad
q=\frac{4\pi\cos\theta}{\lambda}.
\label{result}
\end{equation}
Here $\lambda$ is the vacuum wavelength, $\theta$ is the angle of incidence measured from the normal, and $R_0$ is the reflectance of the ideal stack at the same wavelength, angle and period. At the first-order Bragg peak of a stack with period $d$, where $q=2\pi/d$, the factor can also be written $\exp[-(2\pi\sigma/d)^2]$.

The result is derived for light polarized perpendicular to the plane of incidence, under these conditions.
\begin{enumerate}
\item Reflection is weak, so that the kinematic approximation applies: each interface is illuminated by the undiminished incident wave, and light reflected more than once is neglected. Refraction must also be negligible: if the mean relative permittivity of a stack of depth $L$ is $1+\epsilon_{\rm m}$, the accumulated phase error $2\pi|\epsilon_{\rm m}|L/(\lambda\cos\theta)$ must be small. Otherwise the Bragg peak shifts even when reflection is weak.
\item Every interface has the same $\sigma$, and its displacement has zero mean relative to a fixed ideal lattice of positions.
\item The illuminated area contains very many lateral correlation areas of the roughness.
\item $R_{\rm spec}$ counts the coherent specular beam and leaves out diffuse light, including diffuse light that a detector of finite aperture would collect around that beam.
\end{enumerate}
These conditions allow displacements that are uncorrelated from one interface to the next, but the derivation will show that independence between interfaces is not needed for \eqref{result}. It matters for the diffuse light.

\subsection{First-order equation for the specular wave}

The time factor is $e^{-i\omega t}$, and $z$ points into the stack. With $k=2\pi/\lambda$, the incident wave has unit amplitude and is polarized along $y$, perpendicular to the plane of incidence:
\begin{equation}
\mathbf E_0=\hat{\mathbf y}\,e^{ik_xx+ik_zz},\qquad
k_x=k\sin\theta,\quad k_z=k\cos\theta .
\end{equation}
The relative permittivity is $1+\delta\epsilon(x,y,z)$, with $|\delta\epsilon|\ll1$ and vacuum on both sides of the stack. Maxwell's equations give
\begin{equation}
\nabla^2\mathbf E+k^2(1+\delta\epsilon)\mathbf E
=\nabla(\nabla\cdot\mathbf E),\qquad
\nabla\cdot[(1+\delta\epsilon)\mathbf E]=0 .
\end{equation}
Write $\mathbf E=\mathbf E_0+\mathbf E_1$, where $\mathbf E_1$ is of first order in $\delta\epsilon$. Since $\nabla\cdot\mathbf E_0=0$, the second equation gives, to first order,
\begin{equation}
\nabla\cdot\mathbf E_1=-\nabla\cdot(\delta\epsilon\,\mathbf E_0)
=-\partial_y(\delta\epsilon\,E_0),
\end{equation}
where $E_0$ is the $y$ component of $\mathbf E_0$. The first equation becomes
\begin{equation}
\nabla^2\mathbf E_1+k^2\mathbf E_1
=-k^2\delta\epsilon\,\mathbf E_0
-\nabla\,\partial_y(\delta\epsilon\,E_0).
\label{vector}
\end{equation}

The specular wave has the same lateral dependence $e^{ik_xx}$ as the incident wave. Its amplitude is therefore found by projection over the illuminated area $S$:
\begin{equation}
\psi(z)=\frac1S\int_S e^{-ik_xx}E_{1y}\,dx\,dy .
\end{equation}
Apply this projection to \eqref{vector}. The last term is a derivative with respect to $y$, and the projecting factor does not depend on $y$, so its integral leaves edge terms alone. These scale as the perimeter divided by the area and are dropped. The same argument removes the source of the $x$ and $z$ components, so the specular wave keeps its polarization. Two integrations by parts turn $\partial_x^2$ into $-k_x^2$, and $\partial_y^2$ gives zero. With $k^2-k_x^2=k_z^2$,
\begin{equation}
\psi''(z)+k_z^2\psi(z)=-k^2\,\overline{\delta\epsilon}(z)\,e^{ik_zz},
\qquad
\overline{\delta\epsilon}(z)=\frac1S\int_S\delta\epsilon\,dx\,dy .
\label{oned}
\end{equation}
To this order the specular wave sees the laterally averaged permittivity and nothing else. No restriction on the slope of the interfaces has been used.

The solution with waves leaving the stack on both sides uses the Green function
\begin{equation}
G(z,z')=\frac{e^{ik_z|z-z'|}}{2ik_z},\qquad
\partial_z^2G+k_z^2G=\delta(z-z') .
\end{equation}
Away from $z=z'$ it solves the homogeneous equation. At $z=z'$ its slope jumps from $-\tfrac12$ to $+\tfrac12$, which supplies the unit delta function. In front of the stack $z<z'$, so $|z-z'|=z'-z$ and
\begin{align}
\psi(z)&=-k^2\int G(z,z')\,\overline{\delta\epsilon}(z')\,e^{ik_zz'}dz'
\nonumber\\
&=-\frac{k^2}{2ik_z}\,e^{-ik_zz}\int
\overline{\delta\epsilon}(z')\,e^{2ik_zz'}dz' .
\end{align}
The coefficient of the returning wave $e^{-ik_zz}$ is the reflection amplitude. Because $-1/i=i$,
\begin{equation}
r=\frac{ik^2}{2k_z}\int\overline{\delta\epsilon}(z)\,e^{iqz}\,dz,
\qquad q=2k_z=\frac{4\pi\cos\theta}{\lambda}.
\label{born}
\end{equation}
The factor $4\pi$ in the result is thus $2\times2\pi$: the wave travels down to the scattering depth and back up.

\subsection{From the volume integral to a sum over interfaces}

Let interface $j$ lie at $z_j+h_j(x,y)$, where $z_j$ is its ideal position, and let the permittivity rise by $\Delta_j$ on crossing it in the direction of increasing $z$. With the unit step function $\Theta$,
\begin{equation}
\delta\epsilon=\sum_j\Delta_j\,\Theta(z-z_j-h_j),\qquad
\partial_z\delta\epsilon=\sum_j\Delta_j\,\delta(z-z_j-h_j).
\label{profile}
\end{equation}
This form presumes that neighbouring interfaces do not cross. For independent displacements this requires $\sigma$ to be well below the layer thickness, whereas identical displacements never make interfaces cross. Since $\delta\epsilon$ vanishes on both sides of the stack, integration by parts has no boundary term:
\begin{equation}
\int\delta\epsilon\,e^{iqz}dz
=-\frac1{iq}\int\partial_z\delta\epsilon\;e^{iqz}dz
=-\frac1{iq}\sum_j\Delta_j\,e^{iq(z_j+h_j)} .
\end{equation}
The prefactors combine to
\begin{equation}
\frac{ik^2}{2k_z}\left(-\frac1{iq}\right)
=-\frac{k^2}{2k_zq}=-\frac{k^2}{4k_z^2}
=-\frac1{4\cos^2\theta},
\end{equation}
so that, with $\langle\cdots\rangle$ for the lateral average,
\begin{equation}
r=\sum_ja_j\langle e^{iqh_j}\rangle,\qquad
a_j=-\frac{\Delta_j}{4\cos^2\theta}\,e^{iqz_j}.
\label{sum}
\end{equation}

A single flat interface provides a check of sign and size. On its far side the vertical wave number is
\begin{equation}
k_z'=k\sqrt{\cos^2\theta+\Delta}
\simeq k_z\left(1+\frac{\Delta}{2\cos^2\theta}\right),
\end{equation}
and the Fresnel coefficient for this polarization is
\begin{equation}
\frac{k_z-k_z'}{k_z+k_z'}\simeq
\frac{-k_z\Delta/(2\cos^2\theta)}{2k_z}
=-\frac{\Delta}{4\cos^2\theta},
\end{equation}
in agreement with \eqref{sum}. The expansion needs $|\Delta|\ll\cos^2\theta$, so the kinematic formula fails near grazing incidence even for a weak contrast.

Equation \eqref{sum} also shows the mechanism. An interface that lies deeper by $h$ lengthens the optical path by $2h\cos\theta$ and turns the phase of its reflected wave by $qh$. The parts of one interface then no longer add fully in phase.

\subsection{The Gaussian average}

Over an area with many correlation areas, the lateral average may be replaced by the average over the height distribution. The variance of the area average of $e^{iqh}$ is the lateral integral of its covariance divided by $S$, and it vanishes for large $S$ if that integral is finite. For a Gaussian distribution,
\begin{equation}
\langle e^{iqh}\rangle=\frac1{\sqrt{2\pi}\,\sigma}
\int_{-\infty}^{\infty}e^{-h^2/(2\sigma^2)+iqh}\,dh .
\end{equation}
Completing the square gives
\begin{equation}
-\frac{h^2}{2\sigma^2}+iqh
=-\frac{(h-iq\sigma^2)^2}{2\sigma^2}-\frac{q^2\sigma^2}{2},
\end{equation}
as expansion confirms: the square contributes $-h^2/(2\sigma^2)+iqh+q^2\sigma^2/2$, and the last term of this is cancelled. The integrand is analytic and vanishes at both ends of the strip between the real axis and the line shifted by $iq\sigma^2$. The integration path may therefore be shifted, and the remaining Gaussian integral equals $\sqrt{2\pi}\,\sigma$. Hence
\begin{equation}
\langle e^{iqh}\rangle=e^{-q^2\sigma^2/2}.
\label{char}
\end{equation}
With equal $\sigma$ this is a common factor of all terms in \eqref{sum}:
\begin{equation}
r=e^{-q^2\sigma^2/2}\sum_ja_j=e^{-q^2\sigma^2/2}\,r_0 .
\label{amp}
\end{equation}
Squaring the modulus doubles the exponent and gives \eqref{result}. An implementation must keep the two factors apart: $e^{-q^2\sigma^2/2}$ multiplies amplitudes, and $e^{-q^2\sigma^2}$ multiplies reflectances.

Each term of \eqref{sum} contains the height of one interface. The joint distribution of two interfaces never enters, which is why vertical correlation leaves the specular beam unchanged at this order.

If the interfaces have different widths $\sigma_j$, the factor stays inside the sum, $r=\sum_ja_je^{-q^2\sigma_j^2/2}$, and must be applied interface by interface.

\subsection{Roughness and grading}

The lateral average of the step in \eqref{profile} is the probability that $h_j<z-z_j$. The specular wave therefore sees the smooth profile
\begin{equation}
\overline{\delta\epsilon}(z)=\sum_j\Delta_j\,
\Phi\!\left(\frac{z-z_j}{\sigma}\right),\qquad
\Phi(t)=\frac1{\sqrt{2\pi}}\int_{-\infty}^t e^{-s^2/2}ds .
\label{graded}
\end{equation}
Flat interfaces that are chemically graded with this same profile give the same specular reflectance in this approximation. A measurement of the specular factor alone cannot separate the two. If a grading of width $\sigma_{\rm g}$ rides on an independent roughness $\sigma_{\rm r}$, the amplitude factors multiply and the exponents add, so the width in \eqref{result} is given by $\sigma^2=\sigma_{\rm g}^2+\sigma_{\rm r}^2$.

\subsection{The Bragg peak and a numerical case}

Corresponding interfaces of neighbouring periods reflect in phase when $qd=2\pi m$. The first order, $m=1$, gives
\begin{equation}
\frac{4\pi d\cos\theta}{\lambda}=2\pi
\quad\Longrightarrow\quad d=\frac{\lambda}{2\cos\theta}.
\end{equation}
Consider $N$ periods, each made of two layers of thickness $d/2$ with permittivities $1+\Delta/2$ and $1-\Delta/2$. There are $2N+1$ interfaces at $z_j=jd/2$, $j=0,\dots,2N$. The steps are $\Delta_j=(-1)^j\Delta$, except that the first and last, which border on vacuum, have half this size. At the peak $e^{iqz_j}=e^{i\pi j}=(-1)^j$, so the signs cancel and all terms add:
\begin{equation}
r_0=-\frac{\Delta}{4\cos^2\theta}
\left[(2N-1)+2\cdot\tfrac12\right]
=-\frac{2N\Delta}{4\cos^2\theta}.
\label{peak}
\end{equation}

Take the round model values $\lambda=13.5$ nm, $\theta=6^\circ$, $\sigma=0.5$ nm, $N=10$ and $\Delta=0.01$. Then $d=6.787$ nm and $q=2\pi/d=0.9257\ \mathrm{nm}^{-1}$, and
\begin{equation}
q\sigma=0.4629,\qquad q^2\sigma^2=0.2143,\qquad
e^{-q^2\sigma^2}=0.807 .
\end{equation}
The specular beam loses 19.3\,\% of its ideal value. This figure belongs to the weak model contrast. A real Mo/Si mirror for this wavelength has a complex contrast more than ten times larger, reflects about 70\,\% and accumulates a refraction phase of several radians, so it violates the first condition: its peak lies at a different period, and in the graded-profile description its loss for the same $\sigma$ is several times smaller. The peak amplitude is $|r_0|=0.05055$, hence $R_0=2.556\times10^{-3}$ and $R_{\rm spec}=0.80715\,R_0=2.063\times10^{-3}$. The loss grows rapidly with $\sigma$:
\begin{center}
\begin{tabular}{cc}
$\sigma$ (nm) & $R_{\rm spec}/R_0$\\
0.1 & 0.991\\
0.2 & 0.966\\
0.3 & 0.926\\
0.5 & 0.807\\
0.7 & 0.657\\
1.0 & 0.424
\end{tabular}
\end{center}
The last row is at the edge of the no-crossing condition: with layers 3.39 nm thick, independent neighbouring interfaces cross with a probability of 0.8\,\%, so for independent roughness the third digit of 0.424 is not significant. For this weakly reflecting model stack, and not for a strongly reflecting mirror, a tolerance follows by inversion. For a loss of 10\,\%,
\begin{equation}
\sigma=\frac{\sqrt{-\ln0.9}}{q}
=\frac{0.3246}{0.9257\ \mathrm{nm}^{-1}}=0.351\ \mathrm{nm}.
\end{equation}

\section{Diffuse light, other disorder and strong reflection}

\subsection{Symbols and results carried over}

The momentum transfer is $q=4\pi\cos\theta/\lambda$, and $g=q^2\sigma^2$ abbreviates the exponent. Interface $j$ has ideal depth $z_j$, displacement $h_j(x,y)$ of RMS size $\sigma$, permittivity step $\Delta_j$ and single-interface amplitude $a_j=-\Delta_je^{iqz_j}/(4\cos^2\theta)$. The ideal stack has amplitude $r_0=\sum_ja_j$ and kinematic reflectance $R_0=|r_0|^2$. A Gaussian displacement has $\langle e^{iqh}\rangle=e^{-g/2}$, which gives $R_{\rm spec}=e^{-g}R_0$. The example stack has $N=10$ periods of two equal layers with permittivities $1\pm\Delta/2$, $\Delta=0.01$, and is held at its first Bragg peak, where $|r_0|=2N\Delta/(4\cos^2\theta)$. Its exponent is $g=0.2143$.

For weak reflection, Gaussian interface displacements of equal RMS size $\sigma$ about a fixed ideal lattice reduce the specular reflectance by the factor $e^{-q^2\sigma^2}$, whether or not the displacements are correlated from one interface to the next. What remains is to treat the diffuse light, flat interfaces displaced as a whole, accumulating thickness errors and strong reflection, and to compare the results with the full wave equation.

Numbers in the example were calculated in double precision.
